# Harmonic polynomials: their number and the splitting by powers of r²

**Q.** There are six quadratic monomials in \(x,y,z\) but five d functions, ten cubic monomials but seven f functions. I am told that the smaller number counts the polynomials that satisfy Laplace's equation. How many are there at degree \(l\)?

**A.** Let \(P_n\) be the complex vector space of homogeneous polynomials of degree \(n\) in three variables, with \(P_n=\{0\}\) for \(n<0\). Let \(\Delta=\partial_x^2+\partial_y^2+\partial_z^2\), \(r^2=x^2+y^2+z^2\), and let \(H_l\) be the set of \(h\in P_l\) with \(\Delta h=0\). The monomials \(x^ay^bz^c\) with \(a+b+c=n\) are a basis of \(P_n\). For fixed \(a\) the exponent \(b\) runs from \(0\) to \(n-a\) and fixes \(c\), so
\[
\dim P_n=\sum_{a=0}^{n}(n-a+1)=\frac{(n+1)(n+2)}{2}.
\]
The Laplacian maps \(P_l\) into \(P_{l-2}\), so \(\Delta h=0\) is a set of \(\dim P_{l-2}=l(l-1)/2\) linear equations, a formula that correctly gives zero for \(l=0\) and \(l=1\). If the equations are independent,
\[
\dim H_l=\frac{(l+1)(l+2)-l(l-1)}{2}=\frac{4l+2}{2}=2l+1 .
\]

**Q.** Unknowns minus equations gives a lower bound. Why should the equations be independent?

**A.** Independence means that \(\Delta:P_n\to P_{n-2}\) is onto, and an inner product fitted to the problem shows it. For \(p=\sum_\alpha a_\alpha x^\alpha\), with \(\alpha=(a,b,c)\) and \(x^\alpha=x^ay^bz^c\), let \(\bar p(\partial)\) be the operator obtained by conjugating the coefficients and replacing \(x,y,z\) by \(\partial_x,\partial_y,\partial_z\). The Fischer product on \(P_n\) is
\[
\langle p,q\rangle=\big[\bar p(\partial)\,q\big](0).
\]
Take two monomials of equal degree. If \(\alpha\neq\beta\), some exponent in \(\alpha\) exceeds the matching one in \(\beta\), since the sums agree, and \(\partial^\alpha x^\beta=0\). If \(\alpha=\beta\) the result is \(\alpha!=a!\,b!\,c!\). With \(q=\sum b_\alpha x^\alpha\) this gives \(\langle p,q\rangle=\sum_\alpha\alpha!\,\bar a_\alpha b_\alpha\), which is positive definite.

The replacement of variables by derivatives respects products, because partial derivatives commute, and it turns \(r^2\) into \(\Delta\). The coefficients of \(r^2\) are real, so for \(s\in P_{n-2}\) and \(q\in P_n\)
\[
\langle r^2s,q\rangle=\big[\bar s(\partial)\,\Delta q\big](0)=\langle s,\Delta q\rangle. \tag{1}
\]
Multiplication by \(r^2\) is also injective. Write a nonzero \(s\) as \(x^a g(y,z)\) plus lower powers of \(x\), with \(g\ne0\). The coefficient of \(x^{a+2}\) in \(r^2s\) is \(g\), so \(r^2s\neq0\).

Now let \(s\in P_{n-2}\) be orthogonal to the image \(\Delta P_n\). Choose \(q=r^2s\) in (1): \(\langle r^2s,r^2s\rangle=\langle s,\Delta(r^2s)\rangle=0\). Positivity gives \(r^2s=0\), and injectivity gives \(s=0\). A subspace of a finite-dimensional space whose orthogonal complement is \(\{0\}\) is the whole space. Hence \(\Delta\) is onto, and the rank–nullity theorem yields \(\dim H_l=2l+1\).

**Q.** That inner product appeared from nowhere. Can the count be seen without it?

**A.** Expand in powers of \(z\): \(h=\sum_{j=0}^{l}z^ja_j(x,y)\), with \(a_j\) homogeneous of degree \(l-j\) and \(a_j=0\) for \(j>l\). The coefficient of \(z^j\) in \(\Delta h\) is \((\partial_x^2+\partial_y^2)a_j+(j+2)(j+1)a_{j+2}\), so \(h\) is harmonic if and only if
\[
a_{j+2}=-\frac{(\partial_x^2+\partial_y^2)\,a_j}{(j+1)(j+2)}\qquad(j\ge0).
\]
Given \(a_0\) and \(a_1\), the recursion fixes all the others. For \(j=l-1\) and \(j=l\) it demands that the right side vanish, and it does, because those \(a_j\) have degree one and zero. So \(a_0\) and \(a_1\) are unrestricted. They carry \(l+1\) and \(l\) coefficients, \(2l+1\) in all.

The number belongs to three variables. In \(d\) variables the argument from (1) is unchanged and gives \(\dim P_l-\dim P_{l-2}\), where \(\dim P_l=\binom{l+d-1}{d-1}\) counts the ways of placing \(d-1\) separators among \(l+d-1\) slots. For \(d=2\) and \(l\ge2\) this is \((l+1)-(l-1)=2\), and for \(l=1\) it is \(2-0=2\). For \(d=4\) it is \((l+1)[(l+3)(l+2)-l(l-1)]/6=(l+1)(6l+6)/6=(l+1)^2\).

**Q.** Then what fills the rest of \(P_n\)?

**A.** Multiples of \(r^2\). By (1), \(q\in P_n\) is orthogonal to every \(r^2s\) if and only if \(\Delta q\) is orthogonal to all of \(P_{n-2}\), that is, if and only if \(\Delta q=0\). So \(H_n\) is the orthogonal complement of \(r^2P_{n-2}\), and
\[
P_n=H_n\oplus r^2P_{n-2}. \tag{2}
\]
In particular, no nonzero harmonic polynomial in \(P_n\) is divisible by \(r^2\). Write \(p=h_n+r^2s\), apply (2) to \(s\in P_{n-2}\), and continue until the degree reaches \(1\) or \(0\), where \(P_1=H_1\) and \(P_0=H_0\):
\[
p=\sum_{k=0}^{\lfloor n/2\rfloor}r^{2k}\,h_{n-2k},\qquad h_l\in H_l. \tag{3}
\]
For uniqueness, subtract two such sums, so that \(0=h_n+r^2\,(h_{n-2}+r^2h_{n-4}+\dots)\). The sum (2) is direct, so \(h_n=0\) and the second term vanishes. Injectivity removes the factor \(r^2\), leaving the same statement two degrees lower, and repetition makes every \(h_l\) zero.

**Q.** You assumed a homogeneous \(p\). Is (3) not claimed for any polynomial of degree \(n\)?

**A.** With homogeneous \(h_l\) the right side of (3) is homogeneous of degree \(n\), so \(x^2+x\) cannot be written that way. For a general \(p\) of degree at most \(n\), write \(p=\sum_{m\le n}p_m\) with \(p_m\in P_m\), apply (3) to each \(p_m\), and collect equal powers of \(r^2\):
\[
p=\sum_k r^{2k}G_k ,
\]
where \(G_k\) is harmonic of degree at most \(n-2k\) and need not be homogeneous. This is unique. The Laplacian sends parts of different degree to parts of different degree, so each homogeneous part of a harmonic \(G_k\) is harmonic. The degree-\(m\) part of the sum is then an expansion of \(p_m\) of the form (3), whose terms are fixed.

**Q.** This proves that the pieces exist. How do I compute them?

**A.** One identity is needed. Let \(E=\mathbf r\cdot\nabla\). On a monomial \(E\) returns \(a+b+c\), so \(Eq=mq\) for \(q\in P_m\). From \(\nabla r^{2j}=2j\,r^{2j-2}\mathbf r\) and \(\nabla\cdot\mathbf r=3\),
\[
\Delta r^{2j}=2j\,[(2j-2)+3]\,r^{2j-2}=2j(2j+1)\,r^{2j-2}.
\]
The product rule is \(\Delta(fq)=q\Delta f+2\nabla f\cdot\nabla q+f\Delta q\), and with \(f=r^{2j}\) the cross term is \(4j\,r^{2j-2}Eq=4jm\,r^{2j-2}q\). Together,
\[
\Delta(r^{2j}q)=2j(2j+2m+1)\,r^{2j-2}q+r^{2j}\Delta q. \tag{4}
\]
Try \(\Pi_np=\sum_{j=0}^{J}c_j\,r^{2j}\Delta^jp\) with \(J=\lfloor n/2\rfloor\) and \(c_0=1\). The polynomial \(\Delta^jp\) has degree \(m=n-2j\), so \(2j+2m+1=2n-2j+1\) and
\[
\Delta\Pi_np=\sum_{j=1}^{J}c_j\,2j(2n-2j+1)\,r^{2j-2}\Delta^jp+\sum_{j=0}^{J}c_j\,r^{2j}\Delta^{j+1}p .
\]
The last term of the second sum vanishes because \(\Delta^{J+1}p\) would have negative degree. Shifting \(j\to j+1\) in the first sum, the factor of \(r^{2j}\Delta^{j+1}p\) is \(2(j+1)(2n-2j-1)c_{j+1}+c_j\) for \(0\le j\le J-1\). In that range \(2n-2j-1\ge n+1>0\), so each factor can be set to zero:
\[
c_j=\frac{(-1)^j}{\prod_{i=1}^{j}2i\,(2n-2i+1)}=\frac{(-1)^j\,(2n-2j-1)!!}{2^j\,j!\,(2n-1)!!},
\]
with \((-1)!!=1\). Then \(\Pi_np\) is harmonic and \(p-\Pi_np\) is a multiple of \(r^2\), so directness of (2) gives \(\Pi_np=h_n\).

For the lower pieces apply \(\Delta^k\) to (3). On a harmonic \(q\) the last term of (4) is absent, so each \(\Delta\) removes one factor \(r^2\) and supplies a number. A term \(r^{2i}h_{n-2i}\) with \(i<k\) becomes harmonic after \(i\) steps and is annihilated by the next. A term with \(i>k\) keeps a factor \(r^2\). The term \(i=k\) gives \(N_{k,l}h_l\), with \(l=n-2k\) and
\[
N_{k,l}=\prod_{i=1}^{k}2i\,(2l+2i+1)=\frac{2^k\,k!\,(2l+2k+1)!!}{(2l+1)!!}.
\]
Thus \(\Delta^kp=N_{k,l}h_l+r^2(\dots)\), and the projector for degree \(l\) picks out the harmonic part:
\[
h_{l}=\frac{\Pi_l(\Delta^kp)}{N_{k,l}},\qquad l=n-2k. \tag{5}
\]

**Q.** Nothing so far mentions angular momentum. Why should the degree \(l\) be its quantum number?

**A.** Set \(\hbar=1\) and \(\mathbf L=-i\,\mathbf r\times\nabla\). With \(D_{ab}=x_a\partial_b-x_b\partial_a\), the components of \(\mathbf L\) are \(-iD_{yz}\), \(-iD_{zx}\), \(-iD_{xy}\), so \(L^2=-\tfrac12\sum_{a,b}D_{ab}^2\), each pair being counted twice. The square has four terms, which coincide in pairs when the names \(a,b\) are exchanged:
\[
L^2=-\sum_{a,b}x_a\partial_bx_a\partial_b+\sum_{a,b}x_a\partial_bx_b\partial_a .
\]
In the first sum \(\partial_bx_a=x_a\partial_b+\delta_{ab}\) gives \(r^2\Delta+E\). In the second, \(\sum_b\partial_bx_b=E+3\). Since \(Ex_a=x_aE+x_a\), one has \(x_a(E+3)=(E+2)x_a\), and the sum is \((E+2)E\). Therefore
\[
L^2=-r^2\Delta-E+E^2+2E=-r^2\Delta+E(E+1).
\]
On \(r^{2k}h_l\), of degree \(l+2k\), this and (4) give the eigenvalue
\[
(l+2k)(l+2k+1)-2k(2k+2l+1)=l^2+4kl+4k^2+l+2k-4k^2-4kl-2k=l(l+1).
\]
So (3) is the resolution of \(p\) into eigenfunctions of \(L^2\) with \(l=n,n-2,\dots\), each value supplying \(2l+1\) dimensions.

**Q.** The number \(2l+1\) could be a coincidence. Do the values \(m=-l,\dots,l\) each occur once?

**A.** Put \(u=x+iy\) and \(v=x-iy\). With \(L_z=-i(x\partial_y-y\partial_x)\) one finds \(L_zu=-i(ix-y)=u\), \(L_zv=-i(-ix-y)=-v\) and \(L_zz=0\). The operator \(L_z\) contains only first derivatives, with no undifferentiated term, and therefore obeys the product rule, so \(L_z\,u^av^bz^c=(a-b)\,u^av^bz^c\). These monomials are a basis of \(P_n\), since the change of variables is linear and invertible. For given \(m=a-b\) and \(s=\min(a,b)\) one has \(a+b=2s+|m|\le n\), so \(m\) occurs \(\lfloor(n-|m|)/2\rfloor+1\) times if \(|m|\le n\), and otherwise not at all.

The Laplacian commutes with \(L_z\), because \([\Delta,x\partial_y]=2\partial_x\partial_y=[\Delta,y\partial_x]\). It therefore maps the \(m\) sector of \(P_l\) into the \(m\) sector of \(P_{l-2}\). It does so onto: any \(s\) in that sector has a preimage \(p\), and comparing sectors in \(\Delta p=s\) shows that the \(m\) component of \(p\) alone maps to \(s\). The kernel in sector \(m\) has the difference of the two counts as its dimension. For \(|m|\le l-2\) the counts differ by one, since lowering \(n\) by two lowers the integer part by one. For \(|m|=l-1\) and \(|m|=l\) the counts are \(1\) and \(0\). Each \(m\) from \(-l\) to \(l\) thus occurs once in \(H_l\).

The member \(h\) of sector \(m\) obeys \(h(r\hat{\mathbf n})=r^lh(\hat{\mathbf n})\) for a unit vector \(\hat{\mathbf n}\), so its values on the unit sphere determine it and do not all vanish. Normalized on the sphere and given the conventional phase, \(h(\hat{\mathbf n})\) may be taken as the definition of \(Y_{lm}\). For \(m=l\) the sector holds \(u^l=r^l\sin^l\theta\,e^{il\varphi}\).

**Q.** Orthogonality in the Fischer product is not the orthogonality of wave functions. Are the pieces orthogonal on the sphere?

**A.** They are, by a separate argument. Let \(f\in H_l\) and \(g\in H_{l'}\); \(\bar f\) is harmonic too, as \(\Delta\) is real. Green's identity on the unit ball, on whose surface the outward derivative equals \(E\), reads
\[
0=\int(\bar f\Delta g-g\Delta\bar f)\,d^3r=\oint(\bar f\,Eg-g\,E\bar f)\,d\Omega=(l'-l)\oint\bar fg\,d\Omega .
\]
Taking \(f=1\) shows that every \(h_l\) with \(l\geq1\) has zero average over the sphere. For odd \(n\) the average of \(p\) vanishes. For even \(n=2k\) it equals \(h_0\), and \(N_{k,0}=\prod_{i=1}^k2i(2i+1)=(2k+1)!\), so the average is \(\Delta^{n/2}p/(n+1)!\).

The step used regularity at the origin, which is where "polynomial" matters. Away from the origin (4) holds for real \(j\), and \(j=-\tfrac12\), \(q=1\) gives \(\Delta(1/r)=0\): a homogeneous harmonic function that these theorems do not count. A fixed degree matters on the sphere as well, since the polynomials \(1\) and \(r^2\), of different degree, agree there.

**Q.** Show me a case with all the factors in place.

**A.** Take \(p=x^2y^2\), with \(\Delta p=2x^2+2y^2\) and \(\Delta^2p=8\). The constants are \(c_1=-1/(2\cdot7)=-1/14\) and \(c_2=1/(14\cdot4\cdot5)=1/280\) for \(n=4\), \(c_1=-1/(2\cdot3)=-1/6\) for \(n=2\), \(N_{1,2}=2\cdot7=14\) and \(N_{2,0}=5!=120\). From (5), \(h_0=8/120=1/15\) and
\[
h_2=\frac{2x^2+2y^2-\tfrac{8}{6}r^2}{14}=\frac{\tfrac23(x^2+y^2)-\tfrac43z^2}{14}=\frac{x^2+y^2-2z^2}{21},
\]
\[
h_4=x^2y^2-\frac{r^2(x^2+y^2)}{7}+\frac{r^4}{35}.
\]
Multiplying the last line by 35, the middle term is \(-5(x^4+2x^2y^2+y^4+x^2z^2+y^2z^2)\) and the last is \(x^4+y^4+z^4+2x^2y^2+2x^2z^2+2y^2z^2\), so
\[
35\,h_4=-4x^4-4y^4+z^4+27x^2y^2-3x^2z^2-3y^2z^2 .
\]
In the Laplacian of the right side the coefficient of \(x^2\), and likewise of \(y^2\), is \(-48+54-6=0\), and that of \(z^2\) is \(12-6-6=0\). Quadrature gives the sphere averages of \(h_4^2\), \(h_2^2\), \(h_0^2\) as \(0.0032653\), \(0.0018141\), \(0.0044444\). Their sum is \(0.0095238\), the average of \(p^2\), as orthogonality requires. The shares are \(0.343\), \(0.190\) and \(0.0044444/0.0095238=0.467\): in squared norm on the sphere, this quartic monomial has more s than g character.

For \(p=z^4\) one has \(L_zp=0\), and \(\Delta\) and \(r^2\) commute with \(L_z\), so all pieces have \(m=0\). On the sphere the \(m=0\) monomials \((uv)^sz^{l-2s}\) become \((1-t^2)^st^{\,l-2s}\) with \(t=\cos\theta\). The \(m=0\) members for \(l=0,1,2,\dots\) are therefore nonzero, mutually orthogonal polynomials in \(t\) of degree at most \(l\). Those below \(l\) span all polynomials of degree below \(l\), so the member at \(l\) is orthogonal to these and is a multiple of the Legendre polynomial \(P_l(t)\). Since \(P_l(1)=1\), the multiple is the value at the pole \(z=r=1\). With \(\Delta p=12z^2\) and \(\Delta^2p=24\) these values are \(24/120=1/5\), \((12-24/6)/14=4/7\) and \(1-12/14+24/280=8/35\), so
\[
t^4=\tfrac{8}{35}P_4(t)+\tfrac47P_2(t)+\tfrac15 .
\]
Finally \(x^2=(2x^2-y^2-z^2)/3+r^2/3\). The average of \(x^4\) is \(24/120=1/5\), so the s share is \((1/9)/(1/5)=0.556\).

**Q.** Does the leftover part matter in a real calculation?

**A.** It appears in Gaussian basis sets. A Cartesian shell consists of all \(x^ay^bz^c e^{-\alpha r^2}\) of degree \(n\), and a spherical shell keeps the subspace \(H_n\,e^{-\alpha r^2}\). The radial factor is common, so (3) splits the shells as \(6=5+1\), \(10=7+3\) and \(15=9+5+1\). A Cartesian d shell hides the s function \(r^2e^{-\alpha r^2}\), and a Cartesian f shell hides three p functions.

The neon atom in restricted Hartree–Fock with the cc-pVTZ basis shows the effect. The s and p shells hold 13 functions, and there are two d shells, with exponents \(4.014\) and \(1.096\ \mathrm{bohr}^{-2}\), and one f shell, with exponent \(2.544\ \mathrm{bohr}^{-2}\). The spherical basis has \(13+2\cdot5+7=30\) functions and the Cartesian one \(13+2\cdot6+10=35\).

Suppose the occupied orbitals are two s functions and one complete p shell. Rotations map this occupied space into itself, so the density matrix built from it is invariant. The kinetic energy, the attraction to the nucleus at the origin and the electron repulsion are invariant too, so the Fock operator \(F\) commutes with rotations and hence with \(L^2\). For functions \(a\), \(b\) with quantum numbers \(l\), \(l'\) this gives \([l(l+1)-l'(l'+1)]\langle a|F|b\rangle=0\), and their overlap vanishes for \(l\neq l'\) as shown above. Pure d and f functions therefore decouple, and the s,p solution remains a self-consistent solution when they are added. The computed energies agree: \(-128.53186\) hartree with 13 functions and with 30.

The five extra Cartesian functions have \(l=0\) and \(l=1\), so symmetry lets them mix with the occupied orbitals. The energy becomes \(-128.53201\) hartree, lower by \(0.148\) millihartree \((4.04\ \mathrm{meV})\), about one part in \(10^6\) of the total. These figures belong to this basis. The cc-pVTZ energy lies about \(15\) millihartree above the Hartree–Fock limit, near \(-128.5471\) hartree, so the extra functions recover about one percent of the basis error. The lowering itself is \(0.091\) millihartree with cc-pVDZ, \(0.065\) with cc-pVQZ and \(0.74\) with aug-cc-pVTZ. The coefficients of an occupied orbital on a Cartesian shell define a polynomial, to which \(\Pi_n\) can be applied. With each monomial multiplied by \(e^{-\alpha r^2}\) and scaled so that the radial factor \(r^ne^{-\alpha r^2}\) is normalized, the coefficient norms on the three shells are \(2.7\times10^{-3}\), \(4.6\times10^{-3}\) and \(7.1\times10^{-3}\). These values change with the normalization; the norms of the functions that the shells contribute to the orbitals do not, and are \(5.45\times10^{-3}\), \(9.42\times10^{-3}\) and \(8.36\times10^{-3}\). The harmonic parts of the coefficients are of order \(10^{-15}\) when the iteration starts from a spherical density. From a randomly distorted start it reaches the same energy and leaves harmonic parts of \(10^{-10}\) to \(10^{-9}\), a size set by the convergence threshold. The orbitals use the multiples of \(r^2\) in these shells and, to that accuracy, nothing else. Adding the Cartesian d shells alone to the s,p set lowers the energy by \(0.08892\) millihartree, and the f shell alone by \(0.05975\). Their sum exceeds the joint lowering, \(0.14835\) millihartree, by about \(0.0003\) millihartree. The d shells enlarge only the space of the s orbitals and the f shell only that of the p orbitals, so the two lowerings would add exactly if the energy had no term coupling s and p electrons. The decoupling argument rests on a mean field that is rotationally invariant, and it does not apply to a molecule, to a correlated wave function, or to an open-shell atom with a non-spherical density: for the fluorine atom in unrestricted Hartree–Fock with cc-pVTZ, the pure d and f functions lower the energy by \(4.5\) millihartree.

**Q.** Has the algebra been checked by a route that does not use your formulas?

**A.** The numerical check finds the ranks and null spaces of \(\Delta\) in exact rational arithmetic up to \(l=10\), and compares (5) with a direct linear solve in those null-space bases for random polynomials up to \(n=8\). It applies \(L^2\) from its definition, finds the spectrum of \(L_z\) on \(H_l\) for \(l=1\) to \(5\), and confirms for the same \(l\) that independently evaluated standard \(Y_{lm}\) lie in the span of \(H_l\) on the sphere while, for \(l\ge2\), \(Y_{l-2,0}\) does not.

## Table of computed values

```
l, dim P_l, rank of Laplacian, dim H_l
   0 1 0 1
   1 3 0 3
   2 6 1 5
   3 10 3 7
   4 15 6 9
   5 21 10 11
   6 28 15 13
dim H_l, l=0..5, two variables: [1, 2, 2, 2, 2, 2]
dim H_l, l=0..5, four variables: [1, 4, 9, 16, 25, 36]
p = x^2 y^2: Lap p = 2*x**2 + 2*y**2 ; Lap^2 p = 8
c(4,1), c(4,2), c(2,1) = -1/14 1/280 -1/6
N(1,2), N(2,0) = 14 120
h_4 = -(4*x**4 - 27*x**2*y**2 + 3*x**2*z**2 + 4*y**4 + 3*y**2*z**2 - z**4)/35
h_2 = (x**2 + y**2 - 2*z**2)/21
h_0 = 1/15
sphere average of h_4^2 = 0.0032653, share 0.34286
sphere average of h_2^2 = 0.0018141, share 0.19048
sphere average of h_0^2 = 0.0044444, share 0.46667
sphere average of p^2 = 0.0095238
z^4: coefficient of P_4 = 8/35 ; quadrature 0.2285714
z^4: coefficient of P_2 = 4/7 ; quadrature 0.5714286
z^4: coefficient of P_0 = 1/5 ; quadrature 0.2000000
x^2: h_2 = (2*x**2 - y**2 - z**2)/3 ; h_0 = 1/3
x^2: s share of squared norm = 0.55556
Cartesian shell n=2: 6 = 5+1
Cartesian shell n=3: 10 = 7+3
Cartesian shell n=4: 15 = 9+5+1
Ne RHF, s,p only: 13 functions, E = -128.53186164 hartree
Ne RHF, spherical d,f: 30 functions, E = -128.53186164 hartree
Ne RHF, Cartesian d only: 25 functions, E = -128.53195055 hartree
Ne RHF, Cartesian f only: 23 functions, E = -128.53192138 hartree
Ne RHF, Cartesian d,f: 35 functions, E = -128.53200999 hartree
lowering, Cartesian d only = 0.08892 millihartree
lowering, Cartesian f only = 0.05975 millihartree
lowering, Cartesian d,f = 0.14835 millihartree = 4.037 meV
shell l=2, exponent 4.014 bohr^-2: occupied coefficient norm 2.665e-03, harmonic part 2e-15
shell l=2, exponent 1.096 bohr^-2: occupied coefficient norm 4.601e-03, harmonic part 3e-15
shell l=3, exponent 2.544 bohr^-2: occupied coefficient norm 7.072e-03, harmonic part 4e-15
```
